# Noiseless Growth at Vanishing Viscosity: The Maximum Formula

## 1. A film that grows along its normal

Let a film be deposited on a gently corrugated substrate, and let every piece of its surface advance along the local normal with speed $v$. Where the surface has slope $p=h_x$, a vertical line meets it at a height that rises at the rate

$$v\sqrt{1+p^2}=v+\frac v2p^2+O(p^4).$$

We measure $h$ in the frame that rises with a flat film, which removes the constant $v$. We also allow a weak smoothing process with coefficient $\nu>0$, the viscosity. The model is

$$h_t=\nu h_{xx}+\frac k2(h_x)^2,\qquad k>0, \tag{1}$$

with $k=v$ for isotropic normal growth at small slope. There is no noise. What shape develops as $\nu$ becomes very small?

Let the initial profile $h_0$ be bounded, with range $R$ (supremum minus infimum), and Lipschitz: $|h_0(a)-h_0(b)|\le L|a-b|$. Smooth periodic profiles qualify. The result to be proved is

$$\lim_{\nu\to0^+}h_\nu(x,t)=\max_y\left[h_0(y)-\frac{(x-y)^2}{2kt}\right]. \tag{2}$$

The factor 2 belongs to the convention in (1). If the nonlinear term were written $k(h_x)^2$, then $k$ would be replaced by $2k$, and the denominator would be $4kt$.

The limit is an essential part of the statement. With $\nu=0$ from the start, a flat film $h_0=0$ admits the solution $h=0$, but also

$$f(x,t)=\max\left(0,\frac{kt}2-|x|\right).$$

On the sides of this tent $f_x=\pm1$ and $f_t=k/2$, so $f_t=(k/2)f_x^2$. Outside it both sides vanish. Thus $f$ is continuous, starts flat and obeys the equation except at its corners. The equation without viscosity does not choose between the two.

## 2. From the growth equation to an integral

Set $W=e^{kh/2\nu}$, so that $h=(2\nu/k)\ln W$. Then

$$h_t=\frac{2\nu}k\frac{W_t}W,\qquad h_x=\frac{2\nu}k\frac{W_x}W,\qquad
h_{xx}=\frac{2\nu}k\left(\frac{W_{xx}}W-\frac{W_x^2}{W^2}\right).$$

The two terms on the right of (1) become

$$\nu h_{xx}=\frac{2\nu^2}k\left(\frac{W_{xx}}W-\frac{W_x^2}{W^2}\right),\qquad
\frac k2h_x^2=\frac{2\nu^2}k\frac{W_x^2}{W^2}.$$

The squares cancel in the sum. Multiplying by $kW/2\nu$ leaves the heat equation $W_t=\nu W_{xx}$.

Its kernel is $G(z,t)=(4\pi\nu t)^{-1/2}e^{-z^2/4\nu t}$. Indeed,

$$G_t=\left(\frac{z^2}{4\nu t^2}-\frac1{2t}\right)G,\qquad
G_{zz}=\left(\frac{z^2}{4\nu^2t^2}-\frac1{2\nu t}\right)G,$$

so $G_t=\nu G_{zz}$. The kernel has unit area and contracts to a point as $t\to0$. Bounded solutions of the heat equation are unique, by the maximum principle, so $W$ is the initial function $e^{kh_0/2\nu}$ averaged with $G$. Since

$$-\frac{(x-y)^2}{4\nu t}=\frac k{2\nu}\left[-\frac{(x-y)^2}{2kt}\right],$$

both exponents combine:

$$W(x,t)=\frac1{\sqrt{4\pi\nu t}}\int_{-\infty}^{\infty}e^{kF(y)/2\nu}\,dy,\qquad
F(y)=h_0(y)-\frac{(x-y)^2}{2kt}. \tag{3}$$

For small $\nu$ the largest value of $F$ dominates. Two bounds turn this remark into a proof.

## 3. The limit, with explicit errors

**The maximum exists.** At $y=x$ we have $F(x)=h_0(x)$. If $(x-y)^2>2ktR$, the parabola costs more than $h_0$ can gain, and $F(y)<F(x)$. The search is confined to a closed interval, on which the continuous function $F$ attains its maximum. Call it $M$, and a maximizer $y_*$.

**Upper bound.** Choose $0<\theta<1$ and keep a fraction $\theta$ of the parabola to make the integral converge. Let

$$M_\theta=\max_y\left[h_0(y)-(1-\theta)\frac{(x-y)^2}{2kt}\right].$$

Then $F(y)\le M_\theta-\theta(x-y)^2/2kt$, and the Gaussian integral gives

$$W\le e^{kM_\theta/2\nu}\frac1{\sqrt{4\pi\nu t}}\int e^{-\theta z^2/4\nu t}dz
=\theta^{-1/2}e^{kM_\theta/2\nu}.$$

To compare $M_\theta$ with $M$, let $y_\theta$ be the maximizer for $M_\theta$. It does at least as well as $y=x$, so

$$(1-\theta)\frac{(x-y_\theta)^2}{2kt}\le h_0(y_\theta)-h_0(x)\le R.$$

Therefore

$$M_\theta=F(y_\theta)+\theta\frac{(x-y_\theta)^2}{2kt}\le M+\frac{\theta R}{1-\theta}.$$

Taking $(2\nu/k)\ln W$,

$$h_\nu\le M+\frac{\theta R}{1-\theta}+\frac\nu k\ln\frac1\theta. \tag{4}$$

**Lower bound.** From $F(y_*)\ge F(x)$ and the Lipschitz condition,

$$\frac{(x-y_*)^2}{2kt}\le h_0(y_*)-h_0(x)\le L|x-y_*|,
\qquad\text{so}\qquad |x-y_*|\le2kLt.$$

Move a distance $z$ from the maximizer and expand the square:

$$F(y_*+z)=h_0(y_*+z)-\frac{(x-y_*)^2}{2kt}+\frac{(x-y_*)z}{kt}-\frac{z^2}{2kt}
\ge M-3L|z|-\frac{z^2}{2kt}.$$

One $L|z|$ comes from $h_0$ and two from the cross term. The last term reproduces the kernel in (3), hence

$$W\ge e^{kM/2\nu}\int G(z,t)\,e^{-3kL|z|/2\nu}dz.$$

The average of the convex function $e^{-s}$ is at least $e^{-\bar s}$, where $\bar s$ is the average of $s$ (Jensen's inequality). Here the average of $|z|$ is

$$\frac2{\sqrt{4\pi\nu t}}\int_0^\infty ze^{-z^2/4\nu t}dz=\frac{4\nu t}{\sqrt{4\pi\nu t}}=2\sqrt{\frac{\nu t}\pi},$$

so that

$$h_\nu\ge M-6L\sqrt{\frac{\nu t}\pi}. \tag{5}$$

Let $\nu\to0$ in (4) and (5) at fixed $\theta$, then let $\theta\to0$. This proves (2). The bounds do not contain $x$, so the convergence is uniform in $x$.

**Smooth profiles.** If $h_0''\ge-C$ with $C\ge0$, then $F'(y_*)=0$ and $F''\ge-C-1/kt$. Taylor's theorem gives $F(y_*+z)\ge M-(1+kCt)z^2/2kt$. The Gaussian integral supplies a factor $(1+kCt)^{-1/2}$, and

$$h_\nu\ge M-\frac\nu k\ln(1+kCt). \tag{6}$$

**A numerical test.** Equation (1) was integrated directly by finite differences, without the substitution of Section 2, for $h_0=\cos x+0.3\sin2x$, $k=1$ and $t=2$ in dimensionless units. The table gives the range over $x$ of $h_\nu-M$, with bound (6) and with bound (4) at its best sampled $\theta$.

| $\nu$ | range of $h_\nu-M$ | bounds |
|---|---|---|
| 0.08 | $-0.124$ to $0.055$ | $-0.127$, $0.351$ |
| 0.04 | $-0.063$ to $0.041$ | $-0.064$, $0.202$ |
| 0.02 | $-0.032$ to $0.028$ | $-0.032$, $0.115$ |

The differences shrink with $\nu$ and respect the bounds. The lower bound is nearly reached; the upper one is loose. Bound (5), which needs no curvature, is much weaker here: $-1.08$ at $\nu=0.02$.

## 4. The limit obeys the equation where it is smooth

From here on $h$ denotes the limit (2). Write $g_y(x,t)=h_0(y)-(x-y)^2/2kt$, and suppose $y_*$ is the unique maximizer at $(x,t)$. Let $y'$ be a maximizer at a nearby point $(x',t')$. Since $h$ is the largest $g_y$ at each point,

$$g_{y_*}(x',t')-g_{y_*}(x,t)\le h(x',t')-h(x,t)\le g_{y'}(x',t')-g_{y'}(x,t).$$

As $(x',t')\to(x,t)$, the points $y'$ stay bounded, and any limit point of them maximizes $F$ at $(x,t)$. Hence $y'\to y_*$. The derivatives of $g_y$ depend continuously on $y$, so both outer expressions have the same linear part, and

$$h_x=\frac{y_*-x}{kt},\qquad h_t=\frac{(x-y_*)^2}{2kt^2}=\frac k2h_x^2. \tag{7}$$

On the test profile, finite differences of the maximum satisfy this equation away from the grooves with a largest residual of about $5\times10^{-6}$.

The formula can also be applied in stages. For durations $t_1$ and $t_2$ and an intermediate point $z$, completing the square gives

$$\frac{(z-y)^2}{t_1}+\frac{(x-z)^2}{t_2}=\frac{(x-y)^2}{t_1+t_2}
+\frac{t_1+t_2}{t_1t_2}(z-z_0)^2,\qquad z_0=\frac{t_2y+t_1x}{t_1+t_2}.$$

Maximizing the height over $z$ sets $z=z_0$ and leaves the parabola for the total time. In the test, stages of 0.8 and 1.2 reproduced the single stage of 2 to within $10^{-6}$.

## 5. What viscosity selects

Expand the square in (2) and move the term in $x^2$ to the left:

$$h(x,t)+\frac{x^2}{2kt}=\max_y\left[h_0(y)-\frac{y^2}{2kt}+\frac{xy}{kt}\right]. \tag{8}$$

For each $y$ the bracket is a straight line in $x$. A maximum of straight lines is convex, so wherever the curvature exists

$$h_{xx}\ge-\frac1{kt}.$$

Tops must therefore be rounded, and the limit on how sharply they can curve tightens with time. A sharp peak, at which the slope drops suddenly, would violate convexity. A sharp valley, at which the slope rises suddenly, is allowed. On the test profile at $kt=2$ the lowest curvature was $-0.398$, above the bound $-0.5$.

The tent $h_0=-|x|$, taken as the part of a bounded profile near one of its peaks, shows the selection. Without viscosity, $-|x|+kt/2$ solves the equation away from its peak. Formula (2) instead gives zero at $x=0$, because $-|y|-y^2/2kt$ is largest at $y=0$. For $0\le x<kt$ the maximizer remains $y=0$ and the surface is the rounded cap $-x^2/2kt$. For $x\ge kt$ the stationary point $y=x-kt$ gives $-x+kt/2$. The flanks rise, but the peak does not.

A periodic tent, with valleys midway between its peaks, was integrated with $k=t=1$ and $\nu=0.02$. The peak ended at $-0.075$, near zero and far from the rejected value $0.5$. The valley rose by 0.528, against 0.5 from the maximum. The excess has a simple source: two symmetric branches contribute equally to $W$ at the valley, and doubling $W$ adds $(2\nu/k)\ln2=0.028$.

For negative $k$, put $h=-g$. Then $g$ obeys (1) with coefficient $|k|$, and (2) becomes a minimum of $h_0(y)+(x-y)^2/(2|k|t)$. Peaks and valleys exchange roles: now peaks can be sharp, and valleys are rounded.

Boundedness of $h_0$ also matters. For $h_0=ay^2/2$ with $a>0$, $F$ grows without limit once $kt>1/a$, and there is no maximum.

## 6. Birth and motion of grooves

For smooth periodic $h_0$, a maximizer satisfies $F'(y)=h_0'(y)+(x-y)/kt=0$, or

$$x=X(y)=y-kt\,h_0'(y),\qquad X'(y)=1-kt\,h_0''(y). \tag{9}$$

While $X'>0$ everywhere, each $x$ has one stationary point and the surface is smooth. This ends at

$$t_*=\frac1{k\max h_0''}. \tag{10}$$

Later, $X'<0$ on some interval of $y$. There $F''=h_0''-1/kt>0$, so its stationary points are minima and cannot be selected. By (7), the convex function (8) has slope $y_*/kt$, so $y_*$ cannot decrease as $x$ increases. It must jump over the excluded interval, and the jump is a groove. With $y_-<y_+$ the two selected points, the side slopes are $p_\pm=(y_\pm-x)/kt$, and $p_+>p_-$.

Let the groove be at $s(t)$. The two branches have equal heights there, so their rates of change along $s(t)$ agree:

$$\frac k2p_+^2+\dot s\,p_+=\frac k2p_-^2+\dot s\,p_-.$$

Dividing the difference by $p_+-p_-$ gives

$$\dot s=-\frac k2(p_++p_-). \tag{11}$$

The test profile has two grooves at $t=2$. At the one with the larger jump in slope, near $x=3.25$, the side slopes were $-1.118$ and $0.516$. Equation (11) predicts a speed of 0.3008, and the measured displacement of this groove gave the same value to these digits.

## 7. A corrugated ruthenium film

Take a ruthenium film grown by chemical vapour deposition on $h_0=A\cos qx$, with $A=4$ nm, wavelength $\lambda=100$ nm and $q=2\pi/\lambda$. The speed is $v=0.1$ nm/s at 600 K, rough but typical in scale. With $k=v$, the product $kt$ is the deposited thickness. The steepest initial slope is $Aq=0.251$.

Since $\max h_0''=Aq^2$, the first groove appears at thickness $1/(Aq^2)=63.3$ nm, after 633 s. At $kt=200$ nm, reached after 2000 s, the groove at $x=50$ nm selects $y=13.11$ nm and its mirror image. Its height is

$$4\cos(13.11\,q)-\frac{36.89^2}{2\times200}=2.72-3.40=-0.68\ \text{nm}.$$

The top remains at 4 nm, so the depth is 4.7 nm, down from 8 nm. The groove sides have slope $36.89/200=0.184$.

**Late growth.** The top of the corrugation is one candidate in the maximum. At the groove, half a wavelength away, it gives at least $A-\lambda^2/8kt$. Hence

$$\text{depth}\le\frac{\lambda^2}{8kt}. \tag{12}$$

To see how this limit is approached, replace the top by $A-ay^2/2$, with $a=Aq^2$. The maximizer is $y=x/(1+akt)$, and substitution gives

$$h=A-\frac{a x^2}{2(1+akt)}=A-\frac{x^2}{2(kt+1/a)}.$$

The late depth is therefore close to $\lambda^2/[8(kt+1/a)]$, which approaches (12) when $kt\gg1/a$. The initial amplitude is then forgotten. At 200 nm the depth is 4.68 nm against a limit of 6.25 nm; at 400 nm it is 2.69 nm against 3.13 nm. The same expression gives the curvature at the top, $-1/(kt+1/a)=-0.0038$ nm$^{-1}$ at 200 nm.

## 8. What the model leaves out

Each estimate below refers to a thickness of 200 nm and changes one effect at a time.

**Finite slope.** Normal growth by a distance $D=vt$ is the envelope of circles of radius $D$. The parabola is replaced by

$$D-\sqrt{D^2-z^2}=\frac{z^2}{2D}+\frac{z^4}{8D^3}+\cdots,\qquad z=x-y.$$

The full circle increases the groove depth by 0.03 nm, or 0.6%.

**Orientation.** Suppose the normal speed at tilt angle $\alpha$ is $v(1+b\alpha^2/2)$. Multiplication by $\sqrt{1+p^2}$ gives $k=v(1+b)$ to second order in slope. For $b=-0.2$ the depth increases by 0.8 nm; for $b=0.2$ it decreases by 0.6 nm.

**Capillary smoothing.** Let a reverse rate $r$ return atoms to the gas, enhanced on convex tops by the factor $e^{-\ell_ch_{xx}}$, where $\ell_c=\gamma\Omega/k_BT$. Its linear part gives $\nu=r\ell_c$. A rough surface energy $\gamma=3$ J/m² and atomic volume $\Omega\approx0.014$ nm³ give $\ell_c\approx5$ nm. With the net speed $v$ held fixed, this linear form lowers the depth by 0.08 nm for $r=0.01v$ and by 0.9 nm for $r=0.1v$. At the bottom of a steady groove with side slopes $\pm p$, smoothing must supply the rise $kp^2/2$, so $\ell_ch_{xx}=kp^2/2r$. With the slope 0.184 found above, this estimate gives roughly 0.17 for the larger $r$ but 1.7 for the smaller one, where the linear form overstates the smoothing and 0.08 nm is a high estimate.

**Surface diffusion.** Capillary diffusion obeys $h_t=-Bh_{xxxx}$, which has the length scale $(Bt)^{1/4}$. Here $B=D_sn_s\Omega\ell_c$, with $n_s$ the surface density of atoms and $D_s=10^{-3}\,\text{cm}^2/\text{s}\times e^{-E/k_BT}$, a rough assumption. The length is 2.7 nm for $E=1.5$ eV and 0.24 nm for 2 eV. This is the spread without growth. The advancing sides of the groove keep the rounding narrower, so the products with the groove slope, 0.5 nm and 0.04 nm, overstate the height changes.

**Atoms and noise.** A square patch of side $\ell$ receives $N=D\ell^2/\Omega$ atoms. Independent arrivals give a height fluctuation $\sqrt N\,\Omega/\ell^2=\sqrt{\Omega D}/\ell$, or 0.17 nm rms for $\ell=10$ nm. An atomic step is 0.21 nm high, so a continuous surface is a fair description of the 4.7 nm depth, but not of its last tenth of a nanometre.

**Shadowing.** Cosine-weighted arrival directions fill a unit disc $(u,w)$ uniformly. A level element between sides of slope $\pm p$ receives those with $\sqrt{1-u^2-w^2}>p|u|$. This is the ellipse $(1+p^2)u^2+w^2<1$, a fraction $1/\sqrt{1+p^2}$ of the disc. With the initial slope 0.251 kept throughout, the missing fraction is 0.030. Suppose molecules stick with probability $s$ and are otherwise re-emitted. The sides that hide this part of the sky then send back a fraction of about $1-s$ of the flux it would have supplied, so the deficit is roughly $0.030\,s$ of the thickness: 0.06 nm for $s=0.01$, but 6 nm for $s=1$. The first is a high estimate, because the slopes are smaller during much of the growth. The second is not an upper limit: it is already comparable with the groove depth, and a groove that receives less material becomes deeper and is shadowed more strongly. The model therefore requires weakly sticking molecules.

**The real film.** A speed of 0.1 nm/s equals 6 nm per minute, a plausible scale for this process. The thickness of 200 nm was chosen to let the groove develop. One assumption at risk in a crystalline film is the smooth dependence of speed on orientation. Modest anisotropy already moves the depth by 0.6 to 0.8 nm, and strong faceting invalidates the quadratic term itself. Ruthenium films are also commonly polycrystalline, and differences between grains add a roughness that is not estimated here. With these cautions the predicted depth is about 5 nm, uncertain by at least 1 nm.

As a rule of design, (12) says that a thickness $\lambda^2/8d$ suffices to reduce a periodic corrugation with equal tops to depth $d$. The conditions are small slopes, normal growth with $k=v$, weak sticking, negligible noise and a grain roughness well below $d$. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
Dimensionless test: h0 = cos x + 0.3 sin 2x, k = 1, t = 2
nu=0.08: march minus max from -0.1241 to 0.0549; bounds -0.1272, +0.3505
   Lipschitz lower bound: -2.166
nu=0.04: march minus max from -0.0629 to 0.0413; bounds -0.0636, +0.2023
   Lipschitz lower bound: -1.532
nu=0.02: march minus max from -0.0316 to 0.0278; bounds -0.0318, +0.1148
   Lipschitz lower bound: -1.083
Largest residual of local equation: 4.6e-06
Two-stage minus one-stage height, largest: 8.9e-07
Lowest curvature -0.3981; bound -0.5000
Groove x=3.2523, slopes -1.1179 and 0.5163
Groove speed: measured 0.30078, from slopes 0.30079
Tent, k=t=1, nu=0.02: peak -0.075 (false solution 0.500)
Tent: valley rise 0.528 (max formula 0.500)
Ru film: A=4 nm, wavelength=100 nm, v=0.10 nm/s, T=600 K
Thickness kt=200 nm, time=2000 s, largest initial slope=0.2513
First groove: thickness 63.33 nm, time 633.3 s
Largest jump in y: 0.50 nm at 0.9, 24.09 nm at 1.1 of that thickness
x=0 nm: height 4.0000 nm, distance |x-y|=0.000 nm
x=25 nm: height 2.8168 nm, distance |x-y|=18.874 nm
x=50 nm: height -0.6842 nm, distance |x-y|=36.886 nm
Groove side slope: 0.1844; selected y=13.114 nm
Depth at 50 nm: 8.0000 nm; late law 25.0000 nm
Depth at 100 nm: 7.1249 nm; late law 12.5000 nm
Depth at 200 nm: 4.6842 nm; late law 6.2500 nm
Depth at 400 nm: 2.6919 nm; late law 3.1250 nm
Top curvature: -0.003798 1/nm
Neglected, finite slope: depth change +0.0291 nm (+0.62 %)
Neglected, anisotropy b=-0.2: depth change +0.7850 nm
Neglected, anisotropy b=+0.2: depth change -0.5977 nm
Rough Ru inputs: a=0.271 nm, c=0.428 nm, surface energy=3 J/m2
Atomic volume 0.01361 nm3, capillary length 4.929 nm
Neglected, reverse rate 0.01 v: nu=0.00493 nm2/s, depth -0.0824 nm
Neglected, reverse rate 0.10 v: nu=0.04929 nm2/s, depth -0.8721 nm
Surface diffusion prefactor (rough): 1e-03 cm2/s
Neglected, diffusion 1.5 eV: length 2.699 nm, height 0.498 nm
Neglected, diffusion 2.0 eV: length 0.241 nm, height 0.044 nm
Neglected, shot noise on 10 nm patch: 0.1650 nm rms
Neglected, shadowing at sticking 0.01: up to 0.060 nm
Neglected, shadowing at sticking 1.00: up to 6.032 nm
Neglected, atomic step height: 0.214 nm
```
